# Diffuse phonon transmission and the cubic law for low-temperature interface conductance

A copper line in a cryogenic circuit is heated by its own current, and much of the heat can leave through the surface on which the line rests. At a few kelvin that surface can govern the temperature of the line, even if both solids conduct heat well. Lattice vibrations arriving at the boundary meet a change of stiffness and density, and some of them turn back. How many cross, and how does the resulting conductance depend on temperature?

## Counting the phonons that arrive

Let solids 1 and 2 fill the half-spaces on either side of a plane. Each is taken as isotropic, with one longitudinal and two transverse branches $j$, and with $\omega=v_{ij}k$ in solid $i$. This linear relation requires the thermal phonons to have wavelengths long compared with the atomic spacing. SI units are used.

A branch of speed $v$ has $4\pi k^2\,dk/(2\pi)^3$ modes per volume in the shell $dk$. With $k=\omega/v$ and $dk=d\omega/v$, its density of modes is

$$g(\omega)=\frac{\omega^2}{2\pi^2v^3}. \tag{1}$$

Let each mode moving toward the plane have mean occupation $n(\omega)$. A phonon travelling at angle $\theta$ to the normal approaches at speed $v\cos\theta$. The fraction of directions between $\theta$ and $\theta+d\theta$ is $\tfrac12\sin\theta\,d\theta$, and half of all directions point toward the plane. The angular factor is therefore

$$\frac12\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\frac14 .$$

The number arriving per area, time and frequency interval is $\tfrac14 v g n$ for each branch. Summing over branches,

$$J_i(\omega)=\frac{\omega^2}{8\pi^2}S_i\,n_i(\omega),\qquad S_i=\sum_j\frac{1}{v_{ij}^2}. \tag{2}$$

One power of $v$ has cancelled: slow phonons are more numerous, as $v^{-3}$, but arrive less often, as $v$. A solid with low sound speeds thus sends more phonons to the boundary than one with high sound speeds at the same temperature. Low speeds can come from low stiffness or from high density.

The same count follows from scattering channels. A wave can propagate in a branch if its wavevector parallel to the plane is shorter than $\omega/v$. The number of such waves per area is $\pi(\omega/v)^2/(2\pi)^2=\omega^2/(4\pi v^2)$, so $S_i$ measures the number of channels that solid $i$ offers.

## What detailed balance fixes

Let $t_{12}(\omega)$ be the probability that a phonon arriving from solid 1 leaves into solid 2, averaged over the arriving flux, and let $t_{21}$ be the reverse probability. Scattering is assumed elastic: each phonon keeps its frequency, though it may change branch and direction.

At a common temperature both sides have the same Bose occupation,

$$n(\omega,T)=\frac{1}{e^{\hbar\omega/k_BT}-1}.$$

In equilibrium there can be no net transfer at any frequency, so $J_1t_{12}=J_2t_{21}$. The common factor $\omega^2n/(8\pi^2)$ cancels, leaving

$$S_1t_{12}=S_2t_{21}. \tag{3}$$

Harmonic scattering probabilities do not depend on the occupations. Equation (3), found in equilibrium, therefore holds when the two sides differ in temperature as well.

This is one equation for two unknowns. Detailed balance fixes the ratio of the transmissions and leaves their size open. An imaginary plane in a uniform solid shows the freedom that remains: every phonon crosses it, so $t_{12}=t_{21}=1$, and (3) is satisfied because $S_1=S_2$.

## The diffuse postulate

The second equation is a physical assumption. Suppose the interface is so disordered that a scattered phonon keeps no memory of its side, branch or direction of origin. It then leaves into solid 2 with some probability $P_2$ and into solid 1 with probability $P_1=1-P_2$, wherever it came from. For a phonon from solid 1, departure into 2 is transmission, so $t_{12}=P_2$. For a phonon from solid 2, departure into 1 is transmission, so $t_{21}=P_1$. Hence

$$t_{12}+t_{21}=1. \tag{4}$$

Put $t_{21}=1-t_{12}$ into (3):

$$S_1t_{12}=S_2-S_2t_{12}\quad\Longrightarrow\quad (S_1+S_2)\,t_{12}=S_2 .$$

Therefore

$$t_{12}=\frac{S_2}{S_1+S_2},\qquad t_{21}=\frac{S_1}{S_1+S_2}. \tag{5}$$

A phonon chooses its destination in proportion to the number of channels there. Density enters only through the sound speeds, because no wave is matched across the boundary. If $S_1\gg S_2$, a phonon in solid 1, where sound is slow, is mostly sent back, while one from solid 2, where sound is fast, almost surely crosses. Identical solids give $t_{12}=\tfrac12$ and not 1: a plane that destroys all memory is a strong scatterer even where the material does not change.

Equation (5) also appears as an average over fully mixing wave scatterers. Draw scattering matrices uniformly from all those that conserve energy and respect time reversal, and let them connect channels counted from the sound speeds of copper and silicon used below. The uniform draw is itself an assumption of complete mixing: matrices with the same two properties but weaker mixing can transmit far less. Their average transmissions are 0.1606 and 0.8376, against 0.1611 and 0.8389 from (5).

## Conductance

Let phonons arrive with temperature $T_1$ from solid 1 and $T_2$ from solid 2. Each carries energy $\hbar\omega$. The net heat flux from 1 to 2 is

$$q=\int_0^\infty\hbar\omega\,\frac{\omega^2}{8\pi^2}\left[S_1t_{12}n(\omega,T_1)-S_2t_{21}n(\omega,T_2)\right]d\omega .$$

By (3) the two prefactors are equal, and by (5) their common value is

$$S_p=S_1t_{12}=\frac{S_1S_2}{S_1+S_2}. \tag{6}$$

Extending the integral to infinity is allowed while $k_BT$ is far below the phonon energies at the zone edge. With $x=\hbar\omega/k_BT$,

$$\int_0^\infty\hbar\omega^3n\,d\omega=\frac{(k_BT)^4}{\hbar^3}\int_0^\infty\frac{x^3}{e^x-1}\,dx .$$

Expand $1/(e^x-1)=\sum_{m\ge1}e^{-mx}$. Each term gives $\int_0^\infty x^3e^{-mx}dx=6/m^4$, and $\sum_m m^{-4}=\pi^4/90$, so the integral over $x$ is $\pi^4/15$. The prefactor becomes $(1/8\pi^2)(\pi^4/15)=\pi^2/120$, and

$$q=\frac A4\left(T_1^4-T_2^4\right),\qquad A=\frac{\pi^2k_B^4}{30\hbar^3}\,\frac{S_1S_2}{S_1+S_2}. \tag{7}$$

For a small difference, $T_1^4-T_2^4\approx4T^3(T_1-T_2)$. The conductance per area is

$$G=\frac{q}{T_1-T_2}=A\,T^3. \tag{8}$$

Three powers of temperature remain from the four in the emitted power. The number of thermally active channels grows as $T^2$, and the frequency range in which they are active grows as $T$.

Since $1/S_p=1/S_1+1/S_2$, the resistance $1/G$ is a sum of one term from each solid, and the solid with fewer channels dominates. For $S_1\gg S_2$, $G$ approaches a value set by solid 2 alone.

The cubic law does not identify diffuse scattering. The integral needed a transmission independent of frequency, and nothing more specific. At a sharp, flat boundary between non-dispersive solids, transmission depends on angle and branch but not on frequency, since the elastic equations contain no length. That boundary also gives $T^3$, with another coefficient.

Its size relative to the diffuse result follows from (3). Let $X=S_1t_{12}=S_2t_{21}$ for any elastic interface with frequency-independent mean transmissions. Then $t_{12}+t_{21}=X(1/S_1+1/S_2)=X/S_p$, and so

$$\frac{G}{G_{\text{diffuse}}}=t_{12}+t_{21}. \tag{9}$$

No probability exceeds 1, so $X$ cannot exceed the smaller of $S_1$ and $S_2$. This bounds the conductance of any such interface.

## Which temperature?

The temperatures in (8) describe the phonons on their way to the plane. A thermometer that responds to the local energy density also sees the phonons leaving it. For a diffuse interface, arrivals from both sides are pooled and shared equally among all outgoing channels, whose occupation is therefore

$$n_{\text{out}}=\frac{S_1n_1+S_2n_2}{S_1+S_2} \tag{10}$$

on both sides. Next to the plane, half the modes are incoming and half outgoing. The mean occupations are $(n_1+n_{\text{out}})/2$ and $(n_2+n_{\text{out}})/2$, which differ by $(n_1-n_2)/2$. For small differences $n$ is linear in temperature, so the local temperature step is half of $T_1-T_2$. The flux is unchanged, and

$$G_{\text{local}}=2G. \tag{11}$$

Many diffuse planes in series show the same factor. Let alternating layers have forward occupation $r_i$ and backward occupation $l_i$, with no scattering inside them. The flux in layer $i$ is proportional to $J=S_i(r_i-l_i)$. At each plane both outgoing occupations agree, so $l_i=r_{i+1}$ and $r_i-r_{i+1}=J/S_i$. Each plane thus adds, on average, $\tfrac12(1/S_1+1/S_2)$ to the resistance, half the value for one plane between two reservoirs. Solving a chain of 41 planes numerically gives the ratio 2.000000.

The distinction also disposes of an apparent paradox. For an imaginary plane in a uniform solid, the arriving-phonon conductance is finite, although nothing obstructs the flow. But the phonons on both sides of that plane are the same ones, with mean occupation $(n_1+n_2)/2$, so there is no local step and no local resistance. A diffuse plane in the same solid does have a local resistance, because it really scatters.

## A copper line at 4 K

Consider a copper film 100 nm thick lying directly on silicon held at 4 K. All material inputs are rough typical values. The longitudinal and transverse speeds are 4.8 and 2.3 km/s for copper, and 9.0 and 5.4 km/s for silicon. Then

$$S_{\text{Cu}}=\frac1{4.8^2}+\frac2{2.3^2}=0.4215\ \mathrm{s^2/km^2},$$

$$S_{\text{Si}}=\frac1{9.0^2}+\frac2{5.4^2}=0.0809\ \mathrm{s^2/km^2}.$$

From (5), a phonon in copper enters silicon with probability $0.0809/(0.4215+0.0809)=0.161$, and the reverse probability is 0.839. Equation (6) gives $S_p=0.0679\ \mathrm{s^2/km^2}$, and (7) gives $A=692\ \mathrm{W/(m^2K^4)}$. At 4 K,

$$G=692\times4^3\ \mathrm{W/(m^2K)}=44.3\ \mathrm{kW/(m^2K)},$$

or $4.43\ \mathrm{W/(cm^2K)}$. Adding up the energy carried by individual wavevectors, with the transmission (5), gives the same conductance to within 0.01 per cent.

Let the line carry $j=1\ \mathrm{MA/cm^2}$ with resistivity $\rho_e=1\ \mu\Omega\,\mathrm{cm}$. If all its heat leaves through the lower face, the flux is

$$q=\rho_ej^2d=10^{-8}\times(10^{10})^2\times10^{-7}=10^5\ \mathrm{W/m^2}.$$

The temperature difference is not small, so (7) is needed:

$$T_{\text{line}}=\left(4^4+\frac{4\times10^5}{692}\right)^{1/4}=(256+578)^{1/4}=5.37\ \mathrm K .$$

The linear law (8), with $G$ held at its 4 K value, would give 6.26 K. It overstates the rise by about 64 per cent, because the conductance improves as the line warms.

**Electrons in the line.** The current heats the electrons, which must pass the energy to phonons before it can leave. Take the power per volume as $\Sigma(T_e^5-T_p^5)$, a common low-temperature model, with $\Sigma=2\times10^9\ \mathrm{W/(m^3K^5)}$. In the steady state this power times $d$ equals $q$:

$$T_e=\left(5.374^5+\frac{10^5}{2\times10^9\times10^{-7}}\right)^{1/5}=5.49\ \mathrm K .$$

The electrons are 0.115 K hotter than the phonons, which adds about 8 per cent to the rise of 1.37 K.

**Cooling after a small pulse.** Near 4 K, let $c_e$ and $c_p$ be the electron and phonon heat capacities per area, and let $g=5\Sigma T^4d=256\ \mathrm{kW/(m^2K)}$ be the linearized coupling. The deviations $\theta_e$ and $\theta_p$ from 4 K obey

$$c_e\dot\theta_e=-g(\theta_e-\theta_p),\qquad c_p\dot\theta_p=g(\theta_e-\theta_p)-G\theta_p. \tag{12}$$

For the slow decay $e^{-t/\tau}$, the first equation gives $\theta_e/\theta_p=1/[1-c_e/(g\tau)]$. The sum of the two gives $(c_e\theta_e+c_p\theta_p)/\tau=G\theta_p$. Expand the ratio to first order in $1/g$, and use the leading result $\tau=(c_e+c_p)/G$ inside the correction:

$$\tau\approx\frac{c_e+c_p}{G}+\frac{c_e^2}{g(c_e+c_p)}. \tag{13}$$

The phonon heat capacity per volume follows from (1) and the integral used for (7):

$$C_p=\frac{d}{dT}\sum_j\frac{\pi^4}{15}\frac{(k_BT)^4}{2\pi^2\hbar^3v_j^3}=\frac{2\pi^2k_B^4T^3}{15\hbar^3}\sum_j\frac1{v_j^3}.$$

For copper at 4 K this is $452.5\ \mathrm{J/(m^3K)}$. The electrons contribute about $400\ \mathrm{J/(m^3K)}$. The first term of (13) is then 1.925 ns and the second adds 0.073 ns. Solving (12) in full gives 2.00 ns. This time belongs to small deviations from 4 K, not to the whole cooling from 5.37 K.

**The film as a phonon bath.** Equating the phonon relaxation rate to $5\Sigma T^4/C_p$ and multiplying its inverse by the transverse speed gives a path of about 410 nm, longer than the film is thick. Oblique paths are longer than the thickness: averaged over the flux, with weight $\cos\theta\sin\theta$, the flight $d/\cos\theta$ between the faces is $2d=200$ nm. Phonons thus cross the film about twice before the electrons restore their temperature. The path scales as $1/T$, so at 5.4 K it is about 300 nm, or one and a half crossings. The film is better treated as one bath than as a thick solid with a local temperature profile, so (8) is used without the factor two. By (10), the mean occupation beside the interface lies below the arriving one by $t_{12}/2$, or 8 per cent, of the step. For a diffuse lower face, which remixes all directions at each visit, this indicates the largest error to expect in identifying the two. The spectrum in so thin a film need not be thermal, which this estimate leaves out.

## Where the model gives way

**Dispersion.** For an isotropic branch with curved dispersion, $g=(q^2/2\pi^2)\,dq/d\omega$, where $q$ is now the wavenumber, and the speed is $d\omega/dq$. Their product is $q^2/2\pi^2$, so $\omega^2/v^2$ in (2) is replaced by $q(\omega)^2$. Take $\omega=\omega_m\sin(\pi q/2q_D)$, with $q_D$ the radius of a sphere holding the right number of modes. At low frequency this gives

$$q^2=\frac{\omega^2}{v^2}\left[1+\frac13\left(\frac{\omega}{\omega_m}\right)^2+\dots\right]. \tag{14}$$

The number of channels first grows faster than $\omega^2$, then drops to zero as each branch ends. For copper on silicon:

| $T$ (K) | $G/(AT^3)$ | local exponent |
|---:|---:|---:|
| 4 | 1.002 | 3.00 |
| 10 | 1.012 | 3.03 |
| 20 | 1.028 | 2.95 |
| 40 | 0.79 | 2.18 |
| 77 | 0.33 | 1.19 |
| 300 | 0.011 | 0.12 |

The exponent slightly above 3 at 10 K is the effect of (14). At high temperature $\partial n/\partial T\to k_B/\hbar\omega$, which no longer depends on $T$, so the elastic conductance levels off. In this model the cubic law serves up to about 20 K and fails badly by 77 K. The sine form ends the transverse branch of silicon at 6.2 THz, whereas the real branch flattens near 4 THz. A flatter branch has more channels at thermal frequencies and can raise $G/(AT^3)$ at 20 K by more than 10 per cent, so the table shows the trend and not the values for real silicon. Inelastic transmission, neglected here, may add to the conductance at the upper end.

**Smoothness.** The spectrum of $G$ peaks at $\hbar\omega=3.83\,k_BT$. At 4 K the transverse wavelength in copper is then 7.2 nm. For an rms roughness $\sigma=0.5$ nm, the usual estimate for the specular fraction of a reflection at normal incidence, $e^{-4k^2\sigma^2}$, gives 0.47. The interface is therefore not fully diffuse, and becomes less so on cooling.

The opposite limit is a flat, bonded boundary with continuous displacement and stress, including conversion between longitudinal and transverse waves. With densities of 8.9 and 2.3 g/cm³, its mean transmissions are 0.154 and 0.802. By (9), its conductance between two half-spaces is 0.956 of the diffuse value. Such closeness is not general. For identical solids the flat boundary gives $t_{12}+t_{21}=2$, twice the diffuse conductance. For copper on silicon, the bound below (9) is $S_{\text{Si}}/S_p=1/0.839=1.19$ times the diffuse value. The half-space figure does not carry over to a thin film with both faces flat. There only phonons within the critical angle can leave, most of them at the first attempt, and the electrons refill these modes by only about $1-e^{-200/410}\approx0.4$ in a round trip near the normal. The conductance from electrons to silicon is then roughly halved, and the one-bath picture holds only if at least one face mixes directions.

**Anisotropy.** Cubic elastic constants, with polycrystalline copper on a (001) silicon face, change $S_{\text{Cu}}$ to 0.485 and $S_{\text{Si}}$ to 0.0789 s²/km². The conductance changes by less than 0.1 per cent; for a textured copper film the shift is larger, though still below 1 per cent for (111) or (001). In $1/S_{\text{Cu}}+1/S_{\text{Si}}$, the first term falls by 0.31 km²/s² and the second rises by 0.32, so the agreement is a cancellation. The elastic constants and sound speeds were chosen separately, so the shifts do not measure anisotropy alone.

**Real lines.** The thickness, current density and resistivity above are plausible for a cryogenic interconnect, but copper directly on silicon is an idealization. A real line usually has a thin metal barrier and often an oxide beneath it. If a layer 3 is thick compared with the phonon wavelength, has diffuse faces and does not scatter inside, the chain argument gives a resistance proportional to

$$\frac1{S_1}+\frac1{S_3}+\frac1{S_2}. \tag{15}$$

A layer with as many channels as copper would raise the resistance by 16 per cent, and one with as few as silicon by 84 per cent. A barrier a few nanometres thick is not thick compared with 7 nm, so for it (15) is a guide to size at best. Heat leaving through the sides of the line would lower its temperature, while warming of the silicon would raise it. The electrons also carry heat along the line: with $\kappa=L_0T/\rho_e\approx10\ \mathrm{W/(m\,K)}$ from the Wiedemann-Franz law, the length $(\kappa d/G)^{1/2}$ is about 5 µm at 4 K. The temperatures found above apply only to lines many times longer than this; a shorter line cools mainly through its ends. The figure of 44 kW/(m²K) therefore describes a bare, well-bonded contact; a layered one needs its own channel count. The numerical output below lists the values used here.

## Values computed for the example and the checks

```
Cu speeds L, T (km/s): 4.8 2.3
Si speeds L, T (km/s): 9.0 5.4
densities Cu, Si (g/cm3): 8.9 2.3
primitive cells Cu, Si (1/m3): 8.50e+28 2.50e+28
Cu c11 c12 c44 (GPa): 170 122 76
Si c11 c12 c44 (GPa): 166 64 80
S copper, silicon (s2/km2): 0.42147 0.08093
S1 S2/(S1+S2) (s2/km2): 0.06790
t Cu->Si, Si->Cu: 0.1611 0.8389
same, random scatterers: 0.1606 0.8376
A = G/T^3 (W/(m2 K4)): 692.03
G at 4 K (kW/(m2 K)): 44.290
G from k-space sum (kW/(m2 K)): 44.293
G at 4 K (W/(cm2 K)): 4.429
local/arriving conductance ratio: 2.000000
film thickness (nm): 100
current density (MA/cm2): 1.0
film resistivity (microohm cm): 1.0
heat flux (kW/m2): 100.0
flux from k-space sum (kW/m2): 100.00
line phonon temperature (K): 5.374
linear estimate of line temperature (K): 6.258
4 K: dispersive G/(A T^3) 1.0019, exponent 3.004
10 K: dispersive G/(A T^3) 1.0123, exponent 3.025
20 K: dispersive G/(A T^3) 1.0281, exponent 2.952
40 K: dispersive G/(A T^3) 0.7877, exponent 2.179
77 K: dispersive G/(A T^3) 0.3328, exponent 1.187
300 K: dispersive G/(A T^3) 0.0112, exponent 0.123
cubic S Cu, Si (s2/km2): 0.48453 0.07891
G cubic / G isotropic: 0.9994
G specular / G diffuse: 0.9562
specular mean t Cu->Si, Si->Cu: 0.1540 0.8021
specular t12+t21, identical solids: 2.0000
largest specular balance error: 3.1e-15
peak of conductance spectrum, hbar w/kT: 3.830
Cu transverse wavelength at peak (nm): 7.21
rms roughness (nm): 0.5
specularity at normal incidence: 0.467
electron-phonon constant (W/(m3 K5)): 2.0e+09
electron-phonon conductance (kW/(m2 K)): 256.0
line electron temperature (K): 5.489
phonon path set by electrons (nm): 407
electron heat capacity / T (J/(m3 K2)): 100
heat capacity phonon, electron (J/(m3 K)): 452.5 400.0
cooling time, one temperature (ns): 1.925
cooling time, two temperatures (ns): 2.001
cooling time, first-order formula (ns): 1.998
```
